Why slow antiprotons lose less energy than protons in electron gases

A case that can be solved by hand

Let a very slow electron meet a thin spherical shell of radius a with potential energy V(r) = g δ(r − a). In Hartree atomic units, used throughout unless another unit is given, the zero-energy s-wave u(r) = r ψ(r) obeys u″ = 2Vu. Inside the shell u = Cr. At the shell the slope jumps by 2g u(a) = 2gaC. With G = 2ga the outer wave is

u = Ca + C(1 + G)(r − a).

Normalising the outer slope to one gives C = 1/(1 + G). The outer line crosses zero at the scattering length

b = a − a/(1 + G) = aG/(1 + G),

and the cross section is σ = 4πb². First-order (Born) scattering uses the undisturbed wave, C = 1, and gives σ = 4πa²G², the same for both signs of G. The solved case differs:

σ = 4πa²G²/(1 + G)² = 4πa²G²(1 − 2G + …).

For G = +1/4 (repulsion) b² = a²/25; for G = −1/4 (attraction) b² = a²/9. The Born value is a²/16. Attraction raises the wave where the potential acts, and repulsion lowers it. The first correction is cubic in the strength and changes sign with it. This holds for |G| < 1, before the attractive shell binds a state.

A proton and an antiproton in an electron gas differ in the same way, with one addition: the gas screens the charge, and the screening depends on the sign too.

From scattering to stopping

Consider a uniform, unpolarised gas at zero temperature with density n and Fermi wave number k_F, where n = k_F³/(3π²). A heavy point charge Z moves through it at velocity **v** on a straight path. Electrons are treated in mean field: each scatters from the self-consistent potential V. In the projectile's frame an electron has wave vector **k**, and its state is occupied if |**k** + **v**| < k_F. Scattering is elastic in this frame.

The exclusion principle multiplies the rate for **k** → **k′** by f(1 − f′). The product ff′ is unchanged when **k** and **k′** are swapped, as is the scattering probability, while the transferred momentum **k** − **k′** changes sign. The ff′ terms therefore cancel. The mean momentum given up per collision is **k**(1 − cos θ), so the force on the projectile is

**F** = ∫ 2d³k/(2π)³ f(|**k** + **v**|) **k** k σ_tr(k),

σ_tr = ∫ (1 − cos θ)(dσ/dΩ) dΩ.

For small v, |**k** + **v**| ≈ k + **v**·k̂, hence f ≈ f(k) − (**v**·k̂) δ(k − k_F). The isotropic part gives no force. In the second part the angular average of k̂(**v**·k̂) is **v**/3:

**F** = −(1/4π³)(4π/3) k_F⁴ σ_tr **v** = −n k_F σ_tr(k_F) **v**.

The stopping power, the energy lost per unit length, is thus

S = Qv,  Q = n k_F σ_tr(k_F).

The static potential suffices here. Motion distorts V by an amount of order v, but an isotropic distribution scattered elastically stays isotropic, whatever the shape of the potential. The distortion can act only on the displaced part of the distribution, which gives order v².

Why linear response sees no difference

The electrons' potential energy obeys ∇²V = 4πZδ(**r**) − 4πδn. In linear response δn_q = −χ(q)V_q, with

χ = (k_F/π²) F(z),  z = q/(2k_F),

F(z) = 1/2 + [(1 − z²)/(4z)] ln|(1 + z)/(1 − z)|.

Fourier transformation gives −q²V_q = 4πZ + 4πχV_q, or

V_q = −4πZ/(q²ε),  ε = 1 + κ²F/q²,  κ² = 4k_F/π.

The Born cross section is dσ/dΩ = |V_q/(2π)|² = 4Z²/(q⁴ε²). On the Fermi surface q² = 2k_F²(1 − cos θ), so 1 − cos θ = q²/(2k_F²) and dΩ = 2πq dq/k_F². Then

σ_tr = (4πZ²/k_F⁴) ∫₀^{2k_F} dq/(qε²),

and multiplication by n k_F = k_F⁴/(3π²) gives

Q = Z²Q₂,  Q₂ = (4/3π) ∫₀^{2k_F} dq/(qε²).

The sign of Z has gone because the potential is proportional to Z and the scattering probability to its square.

The same limit follows from the induced field acting back on the charge. In Fourier space the induced electrostatic potential is (4πZ/q²)(1/ε − 1), evaluated at ω = **q**·**v**. The force is −Z times its gradient at the charge. Only the part of 1/ε that is odd in ω survives the integral over directions, and with μ the cosine between **q** and **v**,

S = (2Z²/π) ∫ q dq ∫₀¹ μ Im[−1/ε(q, qvμ)] dμ.

For a gas with r_s = 2, where r_s is the radius of the sphere holding one electron, k_F = 0.9596 and n = 0.02984. The static integral gives Q₂ = 0.1583. The dynamic expression with the full Lindhard function gives S/(vZ²) = 0.1584 at v = 0.02.

The linear theory fails visibly at |Z| = 1. The density change it predicts at the charge is

δn(0) = (Z/2π²) ∫₀^∞ q² κ²F/(q² + κ²F) dq,

which is about 2.8n for Z = 1. At an antiproton the predicted density would be n − 2.8n = −1.8n, which is impossible. The self-consistent calculation gives 0.07n there, and 13.6n at the proton instead of the linear 3.8n.

The first term that knows the sign

For weak charges, write Q = Q₂Z² + Q₃Z³ + …. The odd part [Q(Z) − Q(−Z)]/2 isolates Q₃. Self-consistent calculations give 8.13×10⁻⁵ at |Z| = 0.1 and 6.43×10⁻⁴ at |Z| = 0.2. Their ratio is 7.9, close to the 8 of a cubic law, and Q₃ ≈ 8.13×10⁻⁵/10⁻³ = 0.081 (0.082 when extrapolated to vanishing charge). It is positive, so the proton is stopped more strongly.

At full charge these two terms would give 0.158 + 0.081 = 0.24 for the proton and 0.158 − 0.081 = 0.08 for the antiproton. The full results are 0.194 and 0.089. The cubic term has the right sign but overstates the splitting, so phase shifts are needed.

The same screening charge, differently distributed

The scattering amplitude is f(θ) = (1/k) Σ(2l+1) e^{iδ_l} sin δ_l P_l(cos θ). Its total cross section is (4π/k²) Σ(2l+1) sin²δ_l. For the part weighted by cos θ, the recurrence

(2l+1) cos θ P_l = (l+1)P_{l+1} + lP_{l−1}

couples neighbouring l alone and gives

∫ cos θ |f|² dΩ = (4π/k²) Σ 2(l+1) sin δ_l sin δ_{l+1} cos(δ_l − δ_{l+1}).

Split 2l+1 into (l+1) + l and shift the index in the second part. The total becomes (4π/k²) Σ(l+1)[sin²δ_l + sin²δ_{l+1}]. Now set A = δ_l, B = δ_{l+1} and c = A − B. Since sin A − sin B cos c = cos B sin c,

sin²A + sin²B − 2 sin A sin B cos c = cos²B sin²c + sin²B sin²c = sin²c.

Subtracting the cos θ part therefore leaves

σ_tr = (4π/k²) T,  T = Σ(l+1) sin²(δ_l − δ_{l+1}),

Q = (4k_F²/3π) T.

What matters is the difference between neighbouring phases.

Their weighted sum is fixed by screening. In a large sphere of radius R the allowed waves satisfy kR − lπ/2 + δ_l = mπ with integer m. The potential thus brings δ_l/π additional states below k_F for each orbital and spin, bound states being included when δ_l is followed continuously from zero potential. There are 2(2l+1) such channels for each l, and the displaced electrons must neutralise the charge:

(2/π) Σ(2l+1)δ_l = Z.

This Friedel rule requires the same total magnitude for both charges, but it leaves the distribution free. Suppose that just l = 0 and l = 1 contribute. If all the phase lies in l = 0, then δ₀ = π/2 and T = 1. If δ₀ = δ₁, then 4δ₀ = π/2 and T = 2 sin²(π/8) = 0.29. Both cases screen one unit of charge, yet the second transfers far less momentum.

The two particles lean toward these two cases. An s-wave reaches the centre, where the potential is strongest, so the enhancement or expulsion found for the shell acts mainly there. The centrifugal barrier keeps higher waves farther out. At r_s = 2 the phases are:

proton: 0.896, 0.139, 0.033, 0.009, …
antiproton: −0.630, −0.177, −0.051, −0.014, …

The s-wave supplies 57% of the Friedel sum for the proton and 40% for the antiproton. The antiproton must make up the rest in higher waves, where its phases are larger in magnitude than the proton's. The step from δ₀ to δ₁, which dominates T, is therefore smaller for the antiproton. Its later steps are slightly larger, but they add little:

T(proton) = sin²(0.757) + 2 sin²(0.106) + … = 0.472 + 0.022 + … = 0.496,

T(antiproton) = sin²(0.452) + 2 sin²(0.127) + … = 0.191 + 0.032 + … = 0.227.

The saturation of the sine is not the cause. If each sin²x is replaced by x², the sums become 0.598 and 0.241, which lie farther apart.

Screening reduces the difference

Two nonlinear effects are at work: the wave responds to a given potential, and the potential responds to the wave. They can be separated by scattering electrons from the fixed linear potentials +V_lin and −V_lin, which have the same shape and opposite signs. This gives Q = 0.278 for the proton's potential and 0.065 for the antiproton's. The response of the wave alone already produces the asymmetry, and overstates it.

These fixed potentials break the Friedel rule: their sums are 1.30 and −0.81, with an uncertainty of about 0.005 from the finite box. Second-order perturbation theory explains the direction. The grand potential of non-interacting electrons in V is

Ω = Ω₀ + n∫V d³r − ½ ∫ d³q/(2π)³ χ(q)|V_q|²,

and the displaced number is

ΔN = −∂(Ω − Ω₀)/∂μ = −(dn/dμ)∫V d³r + ½ ∫ d³q/(2π)³ (∂χ/∂μ)|V_q|².

With dn/dμ = k_F/π² and ∫V_lin d³r = −4πZ/κ² = −π²Z/k_F, the first term equals Z. The second is positive for either sign of V, because χ = (k_F/π²)F(q/2k_F) rises with k_F: the prefactor grows, and F increases as its argument falls. At r_s = 2 and |Z| = 1 this term is +0.27, giving 1.27 and −0.73 before higher orders. An attractive linear potential therefore displaces too many electrons, and a repulsive one too few.

Self-consistency corrects both errors. It weakens the proton's potential and strengthens the antiproton's. The gap in Q falls from 0.278 − 0.065 = 0.213 to 0.194 − 0.089 = 0.105. In this gas nonlinear screening halves the splitting; it does not create it.

How large the effect is

With 4k_F²/(3π) = 0.391, the friction coefficients at r_s = 2 are

Q(proton) = 0.391 × 0.496 = 0.194,

Q(antiproton) = 0.391 × 0.227 = 0.089.

The antiproton loses 46% as much energy per unit length as the proton. Relative to linear response the proton is 22% higher and the antiproton 44% lower. At v = 0.20, which is 0.21 of the Fermi velocity and a kinetic energy of 1.0 keV,

S(proton) = 0.1939 × 0.20 = 0.0388 hartree/bohr = 19.9 eV/nm,

S(antiproton) = 0.0889 × 0.20 = 0.0178 hartree/bohr = 9.1 eV/nm.

These figures are for Hartree screening. Exchange and correlation in the local-density approximation raise Q to 0.257 and 0.113, by 32% and 27%, but move the ratio only from 0.46 to 0.44. At this density the ratio is much less sensitive than either stopping power. That weakens in a more dilute gas: the local-density ratio is 0.43 at r_s = 3 and 0.48 at r_s = 4, while the Hartree ratio stays near 0.40.

The low-velocity law is a smaller source of error here. With the screened potential frozen, the displaced Fermi sphere at v = 0.20 gives S/v about 1% below Q for both charges. The full linear theory, which includes both the displaced sphere and dynamic screening, gives S/(vZ²) 1.3% above its low-speed limit. These estimates do not replace a nonlinear calculation at finite velocity.

With Hartree screening, the antiproton-to-proton ratio is 0.518 at r_s = 1.5, 0.458 at r_s = 2 and 0.405 at r_s = 3; it then levels off, at 0.40 for r_s = 5. The trend agrees with the high-density limit: fast Fermi electrons are deflected weakly, the Born approximation improves, and the ratio should approach one. These densities do not establish the order of the two charges in a much more dilute gas. At higher projectile speeds the law S = Qv itself fails.

What to do in practice

For slow unit charges at these densities, stopping should not be carried from one sign to the other by Z² scaling. A separate Q is needed for each charge, from phase shifts in its own self-consistent potential. The Friedel sum is a useful check: a sum of 1.30 for a unit charge shows that the potential is wrong, even if it came from a sound linear theory. Adding the cubic term alone is not a safe repair at |Z| = 1.

Ranges show the difference directly. If electronic friction is the sole loss and Q is constant, Mv dv/dx = −Qv, so a particle of mass M and initial speed v₀ travels Mv₀/Q. At equal initial speed in the r_s = 2 gas, the antiproton goes 0.194/0.089 = 2.2 times as far.

In a real metal the conduction electrons have r_s of roughly 2 to 6, so the example lies at the dense end. A solid also breaks the assumption of uniform density. Going from r_s = 1.5 to 3 lowers Q from 0.239 to 0.129 for the proton and from 0.124 to 0.052 for the antiproton, so a density change of this size, a factor of eight, matters about as much as the sign of the charge. The two particles also follow different paths, since nuclei repel one and attract the other. Energy given to nuclei and to inner-shell electrons is absent from the model and must be added before a range at keV energies is compared with measurement. The numerical output below gives the values behind these comparisons.

Computed values

```
Atomic units unless a unit is given; main gas rs = 2
kF = 0.9596, density n = 0.02984
speed v = 0.20, v/vF = 0.208, energy = 0.999 keV
linear Q2, static Lindhard integral  = 0.1583
linear Q2, dynamic formula, v = 0.02 = 0.1584
linear Q2, weak-charge limit of code = 0.1584
odd part of Q at |Z| = 0.1: 8.133e-05
odd part of Q at |Z| = 0.2: 6.426e-04, ratio 7.90
linear density change at Z = 1, over n: 2.79
same from wave-number integral, over n: 2.75
--- proton
delta_0..delta_4 (rad): 0.8962 0.1391 0.0329 0.0085 0.0025
Friedel sum = 0.9992, s-wave share = 0.571
contact density over n = 13.532
transport sum = 0.4961, without sine = 0.5977
sigma_tr = 6.771 bohr^2
Q = 0.1939, Q/Q2 = 1.225
S = Q v = 0.03878 hartree/bohr = 19.94 eV/nm
fixed linear potential: Q = 0.2782, Friedel sum = 1.304
with LDA exchange-correlation: Q = 0.2569
frozen potential at v = 0.2: S/v = 0.1918
--- antiproton
delta_0..delta_4 (rad): -0.6296 -0.1772 -0.0507 -0.0143 -0.0041
Friedel sum = -1.0024, s-wave share = 0.400
contact density over n = 0.066
transport sum = 0.2274, without sine = 0.2411
sigma_tr = 3.103 bohr^2
Q = 0.0889, Q/Q2 = 0.561
S = Q v = 0.01777 hartree/bohr = 9.14 eV/nm
fixed linear potential: Q = 0.0653, Friedel sum = -0.807
with LDA exchange-correlation: Q = 0.1129
frozen potential at v = 0.2: S/v = 0.0880
--- comparison
Q(antiproton)/Q(proton), Hartree = 0.458
Q(antiproton)/Q(proton), LDA     = 0.440
same ratio, fixed linear potential = 0.235
same ratio, frozen, v = 0.2        = 0.459
dynamic linear S/v at v = 0.2, over Q2 = 1.013
rs = 1.5: Q proton 0.2393, antiproton 0.1240, ratio 0.518
rs = 3.0: Q proton 0.1287, antiproton 0.0522, ratio 0.405
```
